\section*{What sets the corner frequency of random telegraph noise}

\section{A trap with one slow step}

\textbf{Q:} I have a transistor whose current jumps between two levels, because one trap in the oxide captures and releases an electron. The trap stays empty for 10 ms on average and filled for 1 ms. I expect the noise spectrum to be flat up to a corner and then to fall. The corner must come from the slow step, since no cycle can finish before the 10 ms wait is over. So I put it at $1/(2\pi\times 10\ \mathrm{ms})=15.9$ Hz. Do you agree?

\textbf{A:} No. Your argument concerns how often the trap completes a cycle. The corner concerns something else: how long the present state of the trap helps to predict its later state. Let us calculate that time before giving it to either step.

Call the mean empty time $\tau_c$, since it ends in capture, and the mean filled time $\tau_e$, since it ends in emission. I assume that the rates
\begin{equation}
k_c=\frac{1}{\tau_c},\qquad k_e=\frac{1}{\tau_e}
\end{equation}
are constant. In a short time $dt$ an empty trap is filled with probability $k_c\,dt$, however long it has already been empty, and a filled trap is emptied with probability $k_e\,dt$. Both dwell times are then exponentially distributed. I also assume a steady bias and temperature, and a record that has forgotten how it began.

\textbf{Q:} That describes my trap. What do you calculate?

\textbf{A:} The probability $P(t)$ that the trap is filled. It grows by capture from the empty state and shrinks by emission from the filled state:
\begin{align}
\frac{dP}{dt}&=k_c(1-P)-k_eP\nonumber\\
&=k_c-(k_c+k_e)P .
\end{align}
With the abbreviations
\begin{equation}
\Lambda=k_c+k_e,\qquad p=\frac{k_c}{\Lambda}=\frac{\tau_e}{\tau_c+\tau_e},
\end{equation}
this is $dP/dt=-\Lambda(P-p)$. The difference $P-p$ therefore decays exponentially:
\begin{equation}
P(t)=p+[P(0)-p]\,e^{-\Lambda t}.
\label{eq:relax}
\end{equation}
The steady value $p$ is the fraction of time for which the trap is filled. The decay rate is the sum of the two rates, whichever state the trap starts in.

\section{How an empty trap forgets}

\textbf{Q:} I don't see how that can hold for an empty trap. Emission cannot act on it. Surely the capture rate alone matters until an electron arrives.

\textbf{A:} At the very start that is right. Set $P(0)=0$ in Eq.~(\ref{eq:relax}) and expand for short times:
\begin{equation}
P(t)=p\left(1-e^{-\Lambda t}\right)\approx p\Lambda t=k_ct .
\end{equation}
The initial slope is the capture rate. But $P$ does not climb to 1 at that rate. It levels off at $p$, because traps that have captured an electron soon lose it again. Emission lowers the ceiling, and a low ceiling is reached early.

For your trap $k_c=100\ \mathrm{s^{-1}}$ and $k_e=1000\ \mathrm{s^{-1}}$, so
\begin{equation}
\Lambda=1100\ \mathrm{s^{-1}},\qquad \frac1\Lambda=0.909\ \mathrm{ms},\qquad p=\frac{100}{1100}=0.0909 .
\end{equation}

\textbf{Q:} Now it sounds worse. You say that the trap forgets in 0.909 ms, yet it sits empty for 10 ms. After 2 ms it is most likely still empty. Is that not memory?

\textbf{A:} It is most likely empty whether or not you looked at it 2 ms ago, because it is empty for about 91\% of the time. Memory means that the earlier observation changes the prediction. The change is $P-p$, and it fades as $e^{-\Lambda t}$.

A picture makes this concrete. Let resets arrive at random at the rate $\Lambda$. At each reset the state is drawn afresh, filled with probability $p$ and empty with probability $1-p$, with no regard to the previous state. Then an empty trap becomes filled at the rate
\begin{equation}
\Lambda p=k_c,
\end{equation}
and a filled trap becomes empty at the rate
\begin{equation}
\Lambda(1-p)=\Lambda-k_c=k_e .
\end{equation}
These are the constant rates we started from, so the reset process has the same statistics as your trap. One reset erases the past completely, and the probability of no reset up to time $t$ is $e^{-\Lambda t}$.

\textbf{Q:} Then where does the 10 ms come from?

\textbf{A:} From resets that leave the state unchanged. An empty trap needs on average $1/p=11$ resets, counting the one that finally draws ``filled'', and they are 0.909 ms apart on average, which makes $11\times0.909\ \mathrm{ms}=10.0$ ms. A filled trap needs $1/(1-p)=1.1$ resets, which makes 1.0 ms. A simulation that uses nothing but resets gave mean dwell times of 9.94 ms and 1.00 ms. The resets are a device for thinking and not extra events in the oxide, but they show that a long stay in one state and a short memory are compatible.

\section{From memory to spectrum}

\textbf{Q:} I accept the decay rate of the probability. My corner is a property of the current spectrum, though. How do you get from one to the other?

\textbf{A:} Through the autocovariance. Let $x=1$ when the trap is filled and $x=0$ when it is empty, and let the current be $I=I_0-\Delta I\,x$. The minus sign describes a trapped electron that lowers the current, as its threshold shift does in an n-channel device; in a p-channel device the same shift raises the magnitude of the current. The sign drops out below, because the step enters squared.

The product $x(0)x(t)$ equals 1 when the trap is filled at both times and 0 otherwise. The trap is filled at time zero with probability $p$. Given that, Eq.~(\ref{eq:relax}) with $P(0)=1$ supplies the probability that it is filled at $t$. For $t\ge0$,
\begin{align}
C(t)&=\Delta I^2\left[\langle x(0)x(t)\rangle-p^2\right]\nonumber\\
&=\Delta I^2\left\{p\left[p+(1-p)e^{-\Lambda t}\right]-p^2\right\}\nonumber\\
&=\Delta I^2\,p(1-p)\,e^{-\Lambda t}.
\end{align}
In a stationary record $C(-t)=C(t)$.

I use the one-sided spectrum, which assigns all the power to positive frequencies. It is twice the Fourier transform of $C$ over all times. Since $C$ is even, the integral over all times is twice the cosine integral over positive times, so the total factor is 4. With $\omega=2\pi f$,
\begin{align}
S(f)&=4\int_0^\infty C(t)\cos\omega t\,dt\nonumber\\
&=4\Delta I^2p(1-p)\,\mathrm{Re}\int_0^\infty e^{-(\Lambda-i\omega)t}\,dt\nonumber\\
&=4\Delta I^2p(1-p)\,\mathrm{Re}\,\frac{1}{\Lambda-i\omega}\nonumber\\
&=4\Delta I^2p(1-p)\,\frac{\Lambda}{\Lambda^2+\omega^2}.
\label{eq:lor}
\end{align}
The last line follows on multiplying numerator and denominator by $\Lambda+i\omega$ and keeping the real part. This shape is a Lorentzian.

\textbf{Q:} And the corner?

\textbf{A:} I define it as the frequency at which $S$ has fallen to half its low-frequency plateau. Dividing Eq.~(\ref{eq:lor}) by its value at zero frequency gives
\begin{equation}
\frac{S(f)}{S(0)}=\frac{\Lambda^2}{\Lambda^2+\omega^2}=\frac{1}{1+(\omega/\Lambda)^2},
\end{equation}
which is one half when $\omega=\Lambda$. Hence
\begin{equation}
f_c=\frac{\Lambda}{2\pi}=\frac{k_c+k_e}{2\pi}=\frac{1}{2\pi}\left(\frac1{\tau_c}+\frac1{\tau_e}\right).
\label{eq:corner}
\end{equation}
For your trap $f_c=1100\ \mathrm{s^{-1}}/(2\pi)=175$ Hz. At your 15.9 Hz the ratio $\omega/\Lambda$ is $1/11$, and the spectrum is still at 0.992 of its plateau. Nothing visible happens there.

\textbf{Q:} Can you check the factor of 4? I lose such factors easily.

\textbf{A:} The area under the one-sided spectrum must equal the variance of the current. Put $u=2\pi f/\Lambda$, so that $df=\Lambda\,du/(2\pi)$:
\begin{align}
\int_0^\infty S\,df&=\frac{4\Delta I^2p(1-p)}{\Lambda}\,\frac{\Lambda}{2\pi}\int_0^\infty\frac{du}{1+u^2}\nonumber\\
&=\frac{4\Delta I^2p(1-p)}{2\pi}\,\frac{\pi}{2}=\Delta I^2p(1-p).
\end{align}
This is $C(0)$, as required. Take a current step of 10 nA. The variance is $100\times0.0909\times0.9091=8.264\ \mathrm{nA^2}$, and the plateau is
\begin{equation}
S(0)=\frac{4\times8.264\times10^{-18}\ \mathrm{A^2}}{1100\ \mathrm{s^{-1}}}=3.01\times10^{-20}\ \mathrm{A^2/Hz}.
\end{equation}

\section{Is it the fast step, then?}

\textbf{Q:} So I picked the wrong step. The corner is set by the faster dwell time.

\textbf{A:} That is closer, but it is still not the rule. Let $\tau_s$ be the longer and $\tau_f$ the shorter of the two times. Compare Eq.~(\ref{eq:corner}) with the two guesses that use one dwell time each:
\begin{equation}
\frac{f_c}{1/(2\pi\tau_s)}=1+\frac{\tau_s}{\tau_f},\qquad
\frac{f_c}{1/(2\pi\tau_f)}=1+\frac{\tau_f}{\tau_s}.
\end{equation}
Since $\tau_s\ge\tau_f$, the first ratio is at least 2. The slow guess is too low by a factor of two at best, when the times are equal, and it gets worse as they separate. For your trap the factor is 11. The second ratio lies between 1 and 2. The fast guess gives 159 Hz, which is 9\% below the true 175 Hz. It becomes good when the times are very different and is wrong by a factor of two when they are equal.

\textbf{Q:} If I keep the slow time at 10 ms, my rule predicts a fixed corner. Does a simulated record contradict that?

\textbf{A:} Yes. Records were made with random exponential dwell times, their spectra were computed by Fourier integrals, and a Lorentzian with free corner and plateau was fitted:
\begin{center}
\begin{tabular}{ccc}
fast dwell (ms) & Eq.~(\ref{eq:corner}) (Hz) & fitted (Hz)\\
10 & 31.8 & 32.0\\
1 & 175 & 176\\
0.1 & 1607 & 1612
\end{tabular}
\end{center}
The slow time is the same in every row, yet the corner moves by a factor of about 50. The fitted values all lie above the formula, by less than 1\% of it. I have not separated chance from a small bias due to the finite length of the Fourier windows.

The converse is as telling. Hold the fast time at 1 ms and lengthen the slow one from 10 to 100 ms. The corner drops from 175 to 161 Hz, a change of 8\%.

\section{What the slow step controls}

\textbf{Q:} It would be strange if a tenfold longer wait did almost nothing to the noise.

\textbf{A:} It does a great deal, but to the height of the spectrum. Look far above the corner, where $\omega\gg\Lambda$ and $\Lambda^2$ can be dropped from the denominator of Eq.~(\ref{eq:lor}). The prefactor that remains is
\begin{equation}
p(1-p)\Lambda=\frac{k_c}{\Lambda}\,\frac{k_e}{\Lambda}\,\Lambda=\frac{k_ck_e}{k_c+k_e}=\frac{1}{\tau_c+\tau_e},
\label{eq:cycle}
\end{equation}
where the last step multiplies numerator and denominator by $\tau_c\tau_e$. So
\begin{equation}
S(f)\approx\frac{4\Delta I^2}{(\tau_c+\tau_e)\,(2\pi f)^2}\qquad(f\gg f_c).
\label{eq:tail}
\end{equation}
This is where your cycle time belongs. Each cycle contains two jumps, so there are $2/(\tau_c+\tau_e)=182$ jumps per second for your trap, and the tail is proportional to that number. In a simulated record the tail was 0.988 of this prediction.

With the slow time raised to 100 ms the cycle grows from 11 to 101 ms, and the tail falls by a factor $101/11\approx9.2$. The plateau, $4\Delta I^2\tau_c^2\tau_e^2/(\tau_c+\tau_e)^3$, falls by a factor 7.7. The noise becomes much weaker while its corner hardly moves. This holds for well separated times: the plateau is largest when the slow time is twice the fast one, and below that it rises as the slow time grows.

\textbf{Q:} Is there a simple way to see why the corner stays?

\textbf{A:} Take the limit $\tau_c\gg\tau_e$. The record is then a sparse sequence of pulses of mean length $\tau_e$. In Eq.~(\ref{eq:lor}) use Eq.~(\ref{eq:cycle}) for the prefactor and replace $\tau_c+\tau_e$ by $\tau_c$ and $\Lambda$ by $1/\tau_e$:
\begin{equation}
S(f)\approx\frac{4\Delta I^2}{\tau_c}\,\frac{1}{1/\tau_e^2+\omega^2}
=\frac{4\Delta I^2\tau_e^2}{\tau_c}\,\frac{1}{1+(\omega\tau_e)^2}.
\end{equation}
The long wait enters as the pulse rate $1/\tau_c$, which multiplies the whole curve. The shape comes from the pulse length. Making the pulses rarer does not make them longer.

\section{Reading the two times from data}

\textbf{Q:} In practice I go the other way. I measure a corner and want the dwell times. I would have taken $1/(2\pi f_c)$ as the slow one.

\textbf{A:} For this trap you would have reported 0.909 ms for a time that is 10 ms. That number is $1/\Lambda$, which is shorter than both dwell times, because $\Lambda$ exceeds each rate. The corner gives one combination of two unknowns. You need a second quantity, and the filled fraction $p$ will do. From $k_c=p\Lambda$ and $k_e=(1-p)\Lambda$,
\begin{equation}
\tau_c=\frac{1}{2\pi f_c\,p},\qquad \tau_e=\frac{1}{2\pi f_c(1-p)} .
\end{equation}
The simulated record with your dwell times had a fitted corner of 175.93 Hz and was filled for a fraction 0.09064 of the time. These two numbers return $\tau_c=9.98$ ms and $\tau_e=0.995$ ms.

\textbf{Q:} Could I get $p$ from the spectrum as well, without the time record?

\textbf{A:} In part. If you know the step $\Delta I$, the plateau gives
\begin{equation}
p(1-p)=\frac{S(0)\,\Lambda}{4\Delta I^2}.
\end{equation}
This quadratic equation has two roots that add up to 1. They correspond to exchanging $\tau_c$ and $\tau_e$, which leaves $\Lambda$, $p(1-p)$ and therefore the whole spectrum unchanged. A trap with a 1 ms empty time and a 10 ms filled time has the same corner, 175 Hz. The spectrum can yield the two times, but not which of them belongs to capture, and it yields them poorly when they are close, because $p(1-p)$ is flat near $p=1/2$. For two times of 10 ms, a plateau 2\% too low returns 11.6 and 8.8 ms, and one 2\% too high leaves no real root. To decide that, it is enough to know which current level is the filled one and at which level the current spends more of its time. The spectrum shows neither. If the current is mostly at the empty level, the longer time is $\tau_c$; if it is mostly at the filled level, the longer time is $\tau_e$.

\section{Where the sum rule stops}

\textbf{Q:} Can I now use the sum of inverse mean dwell times for any two-level signal?

\textbf{A:} No. The derivation used constant rates, and mean dwell times alone are not enough. Suppose that a filled trap must pass through two stages, one after the other, before the electron leaves. Let each stage be left at the rate $r=2k_e$. The mean filled time is $2/r=\tau_e$ as before, and so is $p$, but the filled dwell time is no longer exponential.

\textbf{Q:} How does that change the spectrum?

\textbf{A:} Let $n$ be the deviation of the total filled probability from $p$, and $b$ the deviation of the second-stage probability from its steady value. The empty state deviates by $-n$ and the first stage by $n-b$. The total gains by capture and loses from the second stage; the second stage gains from the first:
\begin{align}
\dot n&=-k_cn-rb,\\
\dot b&=r(n-b)-rb=rn-2rb .
\end{align}
In the steady state the flows out of the two stages are equal, so each holds half the filled probability. A trap known to be filled at time zero thus starts with $n(0)=1-p$ and $b(0)=(1-p)/2$.

Multiply both equations by $e^{-i\omega t}$ and integrate over positive times. Integration by parts turns $\dot n$ into $i\omega N-n(0)$, where $N$ is the transform of $n$, and likewise for $b$ with transform $B$:
\begin{align}
(i\omega+k_c)N+rB&=1-p,\\
(i\omega+2r)B-rN&=\tfrac12(1-p).
\end{align}
Solving the second equation for $B$ and inserting it in the first gives
\begin{equation}
N=(1-p)\,\frac{i\omega+\tfrac32r}{(i\omega+k_c)(i\omega+2r)+r^2},
\end{equation}
and $S=4\Delta I^2\,p\,\mathrm{Re}\,N$. This is not a Lorentzian. For rare capture, $k_c\ll r$, the denominator becomes $(r+i\omega)^2$. Multiplying above and below by $(r-i\omega)^2$ and taking the real part,
\begin{equation}
\mathrm{Re}\,N\approx(1-p)\,\frac{r(3r^2+\omega^2)}{2(r^2+\omega^2)^2}.
\end{equation}
At zero frequency the fraction is $3/(2r)$. With $y=\omega^2/r^2$, the half-power condition is
\begin{equation}
2(3+y)=3(1+y)^2\ \Rightarrow\ 3y^2+4y-3=0\ \Rightarrow\ y=\frac{\sqrt{13}-2}{3}.
\end{equation}
Therefore $\omega=2k_e\sqrt y\approx1.46\,k_e$, whereas a single exponential stage gives $\omega=k_e$ in the same limit. For your actual mean times, without the limit, the numerical half-power point is 257 Hz. That is 1.47 times the 175 Hz of the sum rule.

\textbf{Q:} So before I use the sum, I should look at the distribution of dwell times and not just at their averages.

\textbf{A:} Yes, for both levels. Constant rates also require all dwell times to be independent, so check for correlation at several lags, including between one empty dwell and the next empty dwell, and not only between neighbouring empty and filled dwells. You should also make sure that a single trap is at work. Independent traps have covariances that add, so their Lorentzians add too, and the half-power point of the total need not be the corner of any one of them. The numerical output below lists the sum rule beside the half-power point for your trap and for the two-stage trap.

\section*{Numbers as computed}
\begin{verbatim}
mean time before capture tau_c: 10.0 ms
mean time before emission tau_e: 1.0 ms
current step: 10.0 nA
capture rate: 100.0 1/s
emission rate: 1000.0 1/s
summed rate: 1100.0 1/s
memory time 1/(summed rate): 0.9091 ms
filled fraction p: 0.09091 (no unit)
corner from summed rate: 175.07 Hz
half-power point from rate equations: 175.07 Hz
guess from slower dwell alone: 15.92 Hz
guess from faster dwell alone: 159.15 Hz
corner / slower-dwell guess: 11.00 (no unit)
S(slower-dwell guess)/S(0): 0.9918 (no unit)
plateau S(0): 3.0053e-20 A^2/Hz
current variance: 8.2645 nA^2
mean jumps per second: 181.82 1/s
simulated tail / predicted tail: 0.988 (no unit)
slow dwell fixed at tau_c, fast dwell varied:
  fast 10.0 ms: formula 31.83 Hz, simulated 32.04 Hz
  fast 1.0 ms: formula 175.07 Hz, simulated 175.93 Hz
  fast 0.1 ms: formula 1607.46 Hz, simulated 1611.55 Hz
slow dwell lengthened to 100 ms, fast 1 ms: corner 160.75 Hz
capture and emission times exchanged: corner 175.07 Hz
record: fitted corner 175.93 Hz
record: filled fraction 0.09064 (no unit)
record: recovered tau_c 9.980 ms
record: recovered tau_e 0.9948 ms
reset picture: mean empty dwell 9.942 ms
reset picture: mean filled dwell 1.0018 ms
two-stage emission: half-power point 257.43 Hz
two-stage / summed-rate formula: 1.470 (no unit)
\end{verbatim}
